# The ballistic wind valence from momentum balance at an isolated scatterer: a numerical check

```python
"""Ballistic electromigration wind valence of an isolated scatterer.

Result under test: Z_wind = - n * ell * sigma_tr(k_F), where
  n         electron density, both spins
  ell       transport mean free path of the host metal
  sigma_tr  integral of (dsigma/dOmega) * (1 - cos(angle))
  k_F       Fermi wave number
The force on the scatterer is Z_wind * E; the electron charge is -1.
Hartree atomic units are used except in labelled conversions.
Model scatterer: V(r) = v0 * exp(-r**2 / a**2).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn, eval_legendre
from scipy.constants import physical_constants, e, hbar

pi = np.pi
r_s, ell, width, depth = 3.0, 500.0, 2.0, 0.3
density = 3 / (4 * pi * r_s**3)
k_fermi = (3 * pi**2 * density) ** (1 / 3)
l_max = 9
orders = np.arange(l_max + 1)
r_start, r_end = 0.01, 6 * width
nodes, node_weights = np.polynomial.legendre.leggauss(80)
radii = r_start + (r_end - r_start) * (nodes + 1) / 2
radial_weights = node_weights * (r_end - r_start) / 2


def scattering_waves(k, v0):
    """Phase shifts and radial waves, normalized to a unit plane wave."""
    shifts, waves = [], []
    for l in orders:
        def equation(r, y):
            potential = v0 * np.exp(-(r / width) ** 2)
            return [y[1], (l * (l + 1) / r**2 + 2 * potential - k**2) * y[0]]
        # Regular solution near the origin, including its first correction
        c = (2 * v0 - k**2) / (4 * l + 6)
        u0 = 1 + c * r_start**2
        du0 = (l + 1) / r_start + (l + 3) * c * r_start
        sol = solve_ivp(equation, (r_start, r_end), [u0, du0],
                        method="DOP853", rtol=1e-10, atol=1e-10,
                        t_eval=np.append(radii, r_end))
        assert sol.success
        u, du = sol.y[:, -1]
        wave = u / r_end
        slope = (du / r_end - u / r_end**2) / k
        x = k * r_end
        alpha = x**2 * (wave * spherical_yn(l, x, True)
                        - slope * spherical_yn(l, x))
        beta = x**2 * (wave * spherical_jn(l, x, True)
                       - slope * spherical_jn(l, x))
        shifts.append(np.arctan2(beta, alpha))
        waves.append(sol.y[0, :-1] / radii / np.hypot(alpha, beta))
    return np.array(shifts), np.array(waves)


def transport_section(k, shifts):
    padded = np.append(shifts, 0.0)
    return 4 * pi / k**2 * np.sum(
        (orders + 1) * np.sin(padded[:-1] - padded[1:]) ** 2)


def differential_section(k, shifts, cosine):
    amplitude = sum((2 * l + 1) * np.exp(1j * shifts[l]) * np.sin(shifts[l])
                    * eval_legendre(l, cosine) for l in orders) / k
    return np.abs(amplitude) ** 2


# Force from the actual electron density, for a well and for a barrier
mu_line, w_line = np.polynomial.legendre.leggauss(40)
results = {}
for name, v0 in (("well", -depth), ("barrier", depth)):
    shifts, waves = scattering_waves(k_fermi, v0)
    sigma_tr = transport_section(k_fermi, shifts)
    section = differential_section(k_fermi, shifts, mu_line)
    sigma_total = 2 * pi * np.sum(w_line * section)
    sigma_angular = 2 * pi * np.sum(w_line * section * (1 - mu_line))
    assert np.isclose(sigma_angular, sigma_tr, rtol=1e-6)
    psi = sum((2 * l + 1) * 1j**l * np.exp(1j * shifts[l])
              * waves[l][:, None] * eval_legendre(l, mu_line)[None, :]
              for l in orders)
    gradient = (-2 * radii / width**2 * v0 * np.exp(-(radii / width) ** 2))
    beam_force = 2 * pi * np.sum(
        (radial_weights * radii**2 * gradient)[:, None]
        * (w_line * mu_line)[None, :] * np.abs(psi) ** 2)
    assert np.isclose(beam_force, k_fermi**2 * sigma_tr, rtol=1e-5)
    results[name] = (shifts, sigma_total, sigma_tr, beam_force)
shifts, sigma_total, sigma_tr, beam_force = results["well"]
z_wind = -density * ell * sigma_tr
z_barrier = -density * ell * results["barrier"][2]

# Directions on the Fermi sphere and angles between all pairs of them
mu_base, w_base = np.polynomial.legendre.leggauss(16)
azimuth = np.arange(24) * 2 * pi / 24
mu = np.repeat(mu_base, 24)
weights = np.repeat(w_base, 24) * 2 * pi / 24
phi = np.tile(azimuth, 16)
sine = np.sqrt(1 - mu**2)
directions = np.array([sine * np.cos(phi), sine * np.sin(phi), mu]).T
pair_cosine = np.clip(directions @ directions.T, -1, 1)
pair_section = differential_section(k_fermi, shifts, pair_cosine)
pair_weights = np.outer(weights, weights)
momentum_change = mu[:, None] - mu[None, :]

# Exclusion principle with a strongly nonlinear occupation
occupation = 1 / (1 + np.exp(-3 * mu))
blocked_force = np.sum(pair_weights * pair_section * momentum_change
                       * occupation[:, None] * (1 - occupation[None, :]))
unblocked_force = sigma_tr * np.sum(weights * occupation * mu)
assert np.isclose(blocked_force, unblocked_force, rtol=1e-6)

# A Fermi sphere displaced by a finite amount, with sigma_tr(k) computed
displacement = 0.01 * k_fermi
s_nodes, s_weights = np.polynomial.legendre.leggauss(8)
sphere_force = 0.0
for s, weight in zip(s_nodes, s_weights):
    k = k_fermi + displacement * s
    edge = (k**2 + displacement**2 - k_fermi**2) / (2 * k * displacement)
    local_section = transport_section(k, scattering_waves(k, -depth)[0])
    sphere_force += (weight * displacement * k**4 * local_section
                     * (1 - edge**2) / (4 * pi**2))
linear_force = density * k_fermi * sigma_tr * displacement
# Remaining difference is of second order in displacement / k_fermi
assert np.isclose(sphere_force, linear_force, rtol=1e-3)

# Boltzmann equation with forward-peaked host scattering, unit field
host_norm = 2 * pi * np.sum(w_line * (1 + mu_line) ** 2 * (1 - mu_line))
host_kernel = (1 + pair_cosine) ** 2 / (host_norm * ell)
collision_path = 1 / (2 * pi * np.sum(w_line * (1 + mu_line) ** 2)
                      / (host_norm * ell))


def solve_boltzmann(kernel):
    """Angular factor g in delta_f = g * df0/denergy."""
    operator = np.diag(kernel @ weights) - kernel * weights[None, :]
    # The added projector fixes the conserved particle number
    operator += weights[None, :] / (4 * pi * ell)
    return np.linalg.solve(operator, mu)


def force_from_collisions(kernel, angular_factor):
    return -k_fermi**3 / (4 * pi**3) * np.sum(
        pair_weights * kernel * angular_factor[:, None] * momentum_change)


def path_from_current(angular_factor):
    return 3 / (4 * pi) * np.sum(weights * angular_factor * mu)


host_solution = solve_boltzmann(host_kernel)
z_boltzmann = force_from_collisions(pair_section, host_solution)
host_path = path_from_current(host_solution)
assert np.isclose(host_path, ell, rtol=1e-7)
assert np.isclose(z_boltzmann, z_wind, rtol=1e-6)

# Added scatterers: resistivity form and total momentum balance
added_density = 0.001 * density
total_kernel = host_kernel + added_density * pair_section
total_solution = solve_boltzmann(total_kernel)
total_path = path_from_current(total_solution)
resistivity_rise = host_path / total_path - 1
z_resistivity = -density / added_density * resistivity_rise
assert np.isclose(z_resistivity, z_wind, rtol=1e-5)
z_finite = force_from_collisions(pair_section, total_solution)
assert np.isclose(z_finite, -density * total_path * sigma_tr, rtol=1e-6)
host_force = force_from_collisions(host_kernel, total_solution)
total_force = host_force + added_density * z_finite
assert np.isclose(total_force, -density, rtol=1e-7)

# Laboratory scale of the force
bohr = physical_constants["Bohr radius"][0]
field_unit = physical_constants["atomic unit of electric field"][0]
resistivity_au = k_fermi / (density * ell)
resistivity_si = resistivity_au * bohr * hbar / e**2
current_density = 1e10
field_si = resistivity_si * current_density
field_au = field_si / field_unit
fermi_shift = field_au * ell / k_fermi
force_si = z_wind * e * field_si

print(f"Density parameter r_s = {r_s:.1f} bohr")
print(f"Electron density n = {density:.6f} bohr^-3")
print(f"Fermi wave number = {k_fermi:.5f} bohr^-1")
print(f"Transport mean free path = {ell:.1f} bohr")
print(f"Transport mean free path = {ell * bohr * 1e9:.2f} nm")
print(f"Potential width a = {width:.1f} bohr")
print(f"Path / potential width = {ell / width:.1f} (no unit)")
print(f"Well potential v0 = {-depth:.2f} hartree")
print(f"Barrier potential v0 = {depth:.2f} hartree")
for name in results:
    for l in range(4):
        print(f"{name} phase shift l={l}: {results[name][0][l]:.6f} rad")
    print(f"{name} total cross section = {results[name][1]:.5f} bohr^2")
    print(f"{name} transport section = {results[name][2]:.5f} bohr^2")
    print(f"{name} force integral, unit-density beam = "
          f"{results[name][3]:.6f} hartree/bohr")
    print(f"{name} k_F^2 sigma_tr, unit-density beam = "
          f"{k_fermi**2 * results[name][2]:.6f} hartree/bohr")
print(f"Well wind valence, formula = {z_wind:.4f} (no unit)")
print(f"Well wind valence, Boltzmann = {z_boltzmann:.4f} (no unit)")
print(f"Barrier wind valence, formula = {z_barrier:.4f} (no unit)")
print(f"Blocked / unblocked force = "
      f"{blocked_force / unblocked_force:.8f} (no unit)")
print(f"Test displacement / k_F = {displacement / k_fermi:.3f} (no unit)")
print(f"Displaced-sphere / linear force = "
      f"{sphere_force / linear_force:.7f} (no unit)")
print(f"Host path between collisions = {collision_path:.2f} bohr")
print(f"Wrong valence from collision path = "
      f"{-density * collision_path * sigma_tr:.4f} (no unit)")
print(f"Added scatterers / electrons = "
      f"{added_density / density:.4f} (no unit)")
print(f"Relative resistivity rise = {resistivity_rise:.6f} (no unit)")
print(f"Valence from resistivity rise = {z_resistivity:.4f} (no unit)")
print(f"Path with added scatterers = {total_path:.3f} bohr")
print(f"Valence with added scatterers = {z_finite:.4f} (no unit)")
print(f"Total force density / (n E) = "
      f"{total_force / density:.8f} (no unit)")
print(f"Host resistivity = {resistivity_si * 1e8:.4f} microohm cm")
print(f"Current density = {current_density:.1e} A/m^2")
print(f"Electric field = {field_si:.3f} V/m")
print(f"Fermi-sphere displacement / k_F = "
      f"{fermi_shift / k_fermi:.4e} (no unit)")
print(f"Wind force along E = {force_si:.4e} N")
print("OK")
```

Running it gives:

```
Density parameter r_s = 3.0 bohr
Electron density n = 0.008842 bohr^-3
Fermi wave number = 0.63972 bohr^-1
Transport mean free path = 500.0 bohr
Transport mean free path = 26.46 nm
Potential width a = 2.0 bohr
Path / potential width = 250.0 (no unit)
Well potential v0 = -0.30 hartree
Barrier potential v0 = 0.30 hartree
well phase shift l=0: 0.704238 rad
well phase shift l=1: 0.217491 rad
well phase shift l=2: 0.030770 rad
well phase shift l=3: 0.003354 rad
well total cross section = 17.30899 bohr^2
well transport section = 8.90513 bohr^2
well force integral, unit-density beam = 3.644343 hartree/bohr
well k_F^2 sigma_tr, unit-density beam = 3.644343 hartree/bohr
barrier phase shift l=0: -0.543470 rad
barrier phase shift l=1: -0.146143 rad
barrier phase shift l=2: -0.025962 rad
barrier phase shift l=3: -0.003160 rad
barrier total cross section = 10.27013 bohr^2
barrier transport section = 5.52948 bohr^2
barrier force integral, unit-density beam = 2.262890 hartree/bohr
barrier k_F^2 sigma_tr, unit-density beam = 2.262890 hartree/bohr
Well wind valence, formula = -39.3693 (no unit)
Well wind valence, Boltzmann = -39.3693 (no unit)
Barrier wind valence, formula = -24.4457 (no unit)
Blocked / unblocked force = 1.00000000 (no unit)
Test displacement / k_F = 0.010 (no unit)
Displaced-sphere / linear force = 0.9999862 (no unit)
Host path between collisions = 250.00 bohr
Wrong valence from collision path = -19.6847 (no unit)
Added scatterers / electrons = 0.0010 (no unit)
Relative resistivity rise = 0.039369 (no unit)
Valence from resistivity rise = -39.3693 (no unit)
Path with added scatterers = 481.061 bohr
Valence with added scatterers = -37.8781 (no unit)
Total force density / (n E) = -1.00000000 (no unit)
Host resistivity = 3.1458 microohm cm
Current density = 1.0e+10 A/m^2
Electric field = 314.578 V/m
Fermi-sphere displacement / k_F = 7.4743e-07 (no unit)
Wind force along E = -1.9843e-15 N
OK
```
